\section*{Elastic scattering of relativistic electrons from a spherical charge distribution}

\section{A thin shell of charge}

Let a unit of charge be spread evenly over a thin shell of radius $r$, and let an electron scatter weakly from it with momentum transfer $\mathbf q$ (with $\hbar=1$). Each element of the shell, at position $\mathbf r$, contributes the amplitude of a point charge times a phase $e^{i\mathbf q\cdot\mathbf r}$; this is derived below. With $u$ the cosine of the angle between $\mathbf q$ and $\mathbf r$, the average phase is
\begin{equation}
\frac12\int_{-1}^{1}e^{iqru}\,du=\frac{e^{iqr}-e^{-iqr}}{2iqr}=\frac{\sin qr}{qr}.
\label{shell}
\end{equation}
For $qr\ll1$ all elements scatter in phase and the shell acts as a point, with a first correction $-q^2r^2/6$. At $qr=\pi$ the phases cancel. A filled sphere is a stack of shells. Its inner shells are still positive when the outermost passes through zero, so its first zero lies at $qR>\pi$.

\section{Problem}

Use Rydberg atomic units: $\hbar=1$, electron mass $m=\tfrac12$, $e^2=2$ (Gaussian), lengths in bohr, energies in Ry. Then $\alpha=e^2/\hbar c$ gives $c=2/\alpha=274.0720$, and $M\equiv mc^2=c^2/2=37557.73$ Ry. An unpolarized electron of momentum $p$, energy $E=\sqrt{p^2c^2+M^2}$ and speed $v=bc$ scatters elastically from a static, spinless charge $Ze$ with spherical density $\rho(r)\ge0$, $\int\rho\,d^3r=1$. Final spins are not observed. Work to first order in the potential.

(a) Show that, with $q=2p\sin(\theta/2)$ and $F(q)=\int\rho\,e^{i\mathbf q\cdot\mathbf r}d^3r$,
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{Z^2\,[1-b^2\sin^2(\theta/2)]}{p^2v^2\sin^4(\theta/2)}\,|F(q)|^2 .
\label{main}
\end{equation}

(b) Show that $F=1-q^2\langle r^2\rangle/6+\delta$ with $0\le\delta\le q^4\langle r^4\rangle/120$, where $\langle r^n\rangle=\int\rho\,r^n d^3r$.

(c) Find $F$ for a uniform sphere of radius $R$ and locate its first zero.

(d) Evaluate the results for $Z=22$, $R=8.70\times10^{-5}$ bohr, $E=2.00\times10^{7}$ Ry and target mass 48 u, chosen inputs roughly typical of a medium-mass nucleus.

\section{Solution}

\subsection{Part (a): the cross section}

The electron obeys $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta M+V$, with $V(\mathbf r)=-2Z\int\rho(\mathbf r')\,|\mathbf r-\mathbf r'|^{-1}d^3r'$; the sign is attraction and the 2 is $e^2$. Free states in a box of volume $L^3$ are $u\,e^{i\mathbf p\cdot\mathbf r}/L^{3/2}$ with $u^\dagger u=1$. Since $V$ does not act on spinor indices,
\begin{equation}
V_{fi}=\frac{u'^\dagger u}{L^3}\,\tilde V(\mathbf q),\qquad
\tilde V=\int V e^{i\mathbf q\cdot\mathbf r}d^3r,\qquad \mathbf q=\mathbf p-\mathbf p' .
\end{equation}

The transform of $1/r$ does not converge at large $r$, so insert $e^{-\mu r}$ and let $\mu\to0$ at the end. The angular average \eqref{shell} gives
\begin{equation}
\int\frac{e^{-\mu r}}{r}e^{i\mathbf q\cdot\mathbf r}d^3r
=\frac{4\pi}{q}\int_0^\infty e^{-\mu r}\sin qr\,dr
=\frac{4\pi}{q}\,\mathrm{Im}\frac{1}{\mu-iq}
=\frac{4\pi}{q^2+\mu^2}\to\frac{4\pi}{q^2}.
\end{equation}
In $\tilde V$ put $\mathbf r=\mathbf r'+\mathbf s$, so that $e^{i\mathbf q\cdot\mathbf r}=e^{i\mathbf q\cdot\mathbf r'}e^{i\mathbf q\cdot\mathbf s}$ and the double integral factorizes:
\begin{equation}
\tilde V=-2Z\int\rho(\mathbf r')e^{i\mathbf q\cdot\mathbf r'}d^3r'\int\frac{e^{i\mathbf q\cdot\mathbf s}}{s}d^3s
=-\frac{8\pi Z}{q^2}F(q).
\end{equation}
This is the phase factor assumed for the shell.

The golden rule gives the rate $2\pi|V_{fi}|^2$ times the density of final states. A static potential conserves energy, so $|\mathbf p'|=p$ and $q^2=2p^2(1-\cos\theta)=4p^2\sin^2(\theta/2)$. Differentiating $E^2=p^2c^2+M^2$ gives $dE/dp=pc^2/E=v$, so $b=pc/E$. The states per unit energy in $d\Omega$ number $L^3p^2d\Omega/[(2\pi)^3v]$, and the incident flux is $v/L^3$. With $S=\frac12\sum|u'^\dagger u|^2$, the average over two initial spins and sum over two final ones,
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{2\pi|\tilde V|^2S}{L^6}\,\frac{L^3p^2}{(2\pi)^3v}\,\frac{L^3}{v}
=\frac{|\tilde V|^2S\,p^2}{4\pi^2v^2}
=\frac{16Z^2p^2S|F|^2}{v^2q^4}
=\frac{16Z^2E^2S|F|^2}{c^4q^4},
\label{golden}
\end{equation}
using $|\tilde V|^2=64\pi^2Z^2|F|^2/q^4$ and then $p/v=E/c^2$.

For $S$, write $u=(\varphi,\eta)$ in the standard representation, where $\boldsymbol\alpha$ has $\boldsymbol\sigma$ in both off-diagonal blocks and $\beta=\mathrm{diag}(1,-1)$. The lower row of $Hu=Eu$ reads $c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi-M\eta=E\eta$, so $\eta=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi/(E+M)$. Take $\varphi=N\chi$ with $\chi^\dagger\chi=1$. From $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$ and $c^2p^2=(E-M)(E+M)$,
\begin{equation}
1=N^2\Big[1+\frac{E-M}{E+M}\Big]=N^2\frac{2E}{E+M}.
\end{equation}
Let $\mathbf n,\mathbf n'$ be the unit vectors along $\mathbf p,\mathbf p'$. The Pauli identity $(\boldsymbol\sigma\cdot\mathbf n')(\boldsymbol\sigma\cdot\mathbf n)=\cos\theta+i\boldsymbol\sigma\cdot(\mathbf n'\times\mathbf n)$ gives
\begin{align}
u'^\dagger u&=\frac{E+M}{2E}\,\chi'^\dagger\Big[1+\frac{E-M}{E+M}(\boldsymbol\sigma\cdot\mathbf n')(\boldsymbol\sigma\cdot\mathbf n)\Big]\chi
=\frac{\chi'^\dagger A\chi}{2E},\\
A&=a+i\boldsymbol\sigma\cdot\mathbf w,\quad a=(E+M)+(E-M)\cos\theta,\quad |\mathbf w|=(E-M)\sin\theta .
\end{align}
Summing $|\chi'^\dagger A\chi|^2$ over complete bases gives $\mathrm{Tr}\,A^\dagger A$. In $A^\dagger A=(a-i\boldsymbol\sigma\cdot\mathbf w)(a+i\boldsymbol\sigma\cdot\mathbf w)$ the cross terms cancel, leaving $a^2+w^2$ times the unit matrix, of trace $2(a^2+w^2)$. Hence
\begin{align}
S&=\frac{a^2+w^2}{4E^2}=\frac{(E+M)^2+2(E^2-M^2)\cos\theta+(E-M)^2}{4E^2}\nonumber\\
&=\frac{E^2+M^2+(E^2-M^2)[1-2\sin^2(\theta/2)]}{2E^2}
=1-b^2\sin^2\frac\theta2 ,
\end{align}
because $E^2-M^2=p^2c^2=b^2E^2$. Putting $q^4=16p^4\sin^4(\theta/2)$ into the third form of \eqref{golden} yields \eqref{main}.

With $F=1$ this is the Mott cross section to lowest order in $Z\alpha$; for the $Z=22$ case of part (d) the exact Dirac point-charge result is larger, by about 2\% at $5^\circ$ and 21\% at $55^\circ$. For a slow electron $v=p/m=2p$ and the kinetic energy is $T=p^2$, so $p^2v^2=4T^2$ and \eqref{main} becomes $(2Z/4T)^2/\sin^4(\theta/2)$, Rutherford's formula with $e^2=2$. Setting $v=p$, which holds for $m=1$ as in Hartree units, would make the cross section here too large by a factor 4. For $b\to1$, $S\to\cos^2(\theta/2)$ and backscattering is suppressed.

\subsection{Part (b): small momentum transfer}

For spherical $\rho$, equation \eqref{shell} applies shell by shell:
\begin{equation}
F(q)=4\pi\int_0^\infty\rho(r)\,r^2\,\frac{\sin qr}{qr}\,dr ,
\label{radial}
\end{equation}
which is real, with $F(0)=1$. Integrate $\cos y\le1$ repeatedly from $0$ to $y>0$; integration preserves an inequality, and each line is rearranged before the next step:
\begin{align}
\sin y&\le y, & \cos y&\ge1-\tfrac{y^2}{2},\nonumber\\
\sin y&\ge y-\tfrac{y^3}{6}, & \cos y&\le1-\tfrac{y^2}{2}+\tfrac{y^4}{24},\nonumber\\
\sin y&\le y-\tfrac{y^3}{6}+\tfrac{y^5}{120}. &&
\end{align}
Divide the last two sine bounds by $y=qr$ and average with the weight $4\pi\rho r^2$, which keeps their direction because $\rho\ge0$. The result is $1-q^2\langle r^2\rangle/6\le F\le1-q^2\langle r^2\rangle/6+q^4\langle r^4\rangle/120$, which is (b).

The radius in this formula is the root mean square radius, not the edge of the distribution. The cross section contains $F^2\approx1-q^2\langle r^2\rangle/3$, with twice the slope. For a target of fixed orientation the 6 requires isotropic second moments, which spherical symmetry guarantees (an average over random orientations restores it for any shape): in general the second-order term is $-\frac12\sum_{ij}q_iq_j\langle r_ir_j\rangle$, which becomes $-q^2\langle r^2\rangle/6$ when $\langle r_ir_j\rangle=\delta_{ij}\langle r^2\rangle/3$.

\subsection{Part (c): the uniform sphere}

Put $\rho=3/(4\pi R^3)$ for $r<R$, $r=Rs$ and $x=qR$ in \eqref{radial}, and integrate by parts:
\begin{equation}
F=\frac3x\int_0^1 s\sin xs\,ds=\frac3x\Big[-\frac{\cos x}{x}+\frac1x\int_0^1\cos xs\,ds\Big]
=\frac{3(\sin x-x\cos x)}{x^3}.
\end{equation}
The moments are $\langle r^{2k}\rangle=3R^{2k}\int_0^1s^{2k+2}ds=3R^{2k}/(2k+3)$, that is $\frac35R^2$, $\frac37R^4$, $\frac13R^6$. Dividing by $3!$, $5!$, $7!$ from the series of $\sin y/y$,
\begin{equation}
F=1-\frac{x^2}{10}+\frac{x^4}{280}-\frac{x^6}{15120}+\dots
\end{equation}
By (b) the two-term form errs by at most $x^4/280$, which stays within $0.01$ for $x\le2.8^{1/4}=1.2936$.

The zeros are those of $g=\sin x-x\cos x$, with $g'=\cos x-\cos x+x\sin x=x\sin x$. On $(0,\pi)$, $g$ rises from $0$ to $g(\pi)=\pi$, so it has no zero there. On $(\pi,2\pi)$ it falls steadily, and $g(3\pi/2)=-1$. The first zero is therefore the single one in $(\pi,3\pi/2)$. There $\cos x\neq0$, so $g=0$ means $\tan x=x$, and since $x-\pi$ lies in $(0,\pi/2)$ this is $x=\pi+\arctan x$. Used as an iteration, this multiplies the error at each step by about the slope $1/(1+x^2)$, equal to $0.0472$ at the root. From $3\pi/2$ the iterates are $4.712389$, $4.503284$, $4.493874$, $4.493431$, $4.493410$, converging to
\begin{equation}
x_1=4.493409,\qquad \sin\frac{\theta_1}{2}=\frac{x_1}{2pR}.
\end{equation}
The angle exists only if $2pR\ge x_1$. On $(2\pi,3\pi)$, $g$ rises from $-2\pi$ through $g(5\pi/2)=1$, and $x=2\pi+\arctan x$ gives the second zero $x_2=7.725252$.

The two-term expansion of (b) cannot locate the zero. The form $1-x^2/10$ vanishes at $\sqrt{10}=3.1623$, where the true $F$ is $0.2980$, and equals $-1.0191$ at $x_1$. Nor does $\langle r^2\rangle$ fix a zero. For $\rho=(\kappa/\pi)^{3/2}e^{-\kappa r^2}$, completing the square gives a factor $e^{-q_i^2/4\kappa}$ for each Cartesian direction, so $F=e^{-q^2/4\kappa}=1-q^2/4\kappa+\dots$; comparison with (b) gives $\langle r^2\rangle=3/2\kappa$ and $F=e^{-q^2\langle r^2\rangle/6}$. Matched to the sphere this is $e^{-x^2/10}$, which never vanishes and equals $0.1328$ at $x_1$. To order $q^2$ the form factor measures the size alone; whether and where a zero occurs depends on the shape.

\subsection{Part (d): numbers}

Here $R=4.604$ fm and $E=272.11$ MeV. From $1-b^2=(M/E)^2=3.5265\times10^{-6}$,
\begin{equation}
p=\frac{2.00\times10^7}{274.0720}\sqrt{1-3.5265\times10^{-6}}=72973.40\ \text{bohr}^{-1},\qquad 2pR=12.6974 .
\end{equation}
Also $\langle r^2\rangle=0.6R^2=4.5414\times10^{-9}$ bohr$^2$, an rms radius of $6.7390\times10^{-5}$ bohr or $3.566$ fm.

At $\theta=20^\circ$, $q=2p\sin10^\circ=25343.4$ bohr$^{-1}$, $x=2.2049$ and $S=0.96985$. The last form of \eqref{golden} with $F=1$ gives
\begin{equation}
\frac{16\cdot22^2\,(2.00\times10^7)^2\cdot0.96985}{274.0720^4\cdot25343.4^4}=1.2907\times10^{-9}\ \text{bohr}^2/\text{sr},
\end{equation}
and $F=0.59106$, $F^2=0.34936$ reduce this to $4.509\times10^{-10}$ bohr$^2$/sr. Other angles follow, with cross sections in bohr$^2$/sr.

\begin{center}
\begin{tabular}{rrrrrr}
$\theta$ & $x$ & $F$ & $1-x^2/10$ & point & sphere\\
$5^\circ$ & 0.5539 & 0.9697 & 0.9693 & $3.34\times10^{-7}$ & $3.14\times10^{-7}$\\
$10^\circ$ & 1.1066 & 0.8828 & 0.8775 & $2.08\times10^{-8}$ & $1.62\times10^{-8}$\\
$30^\circ$ & 3.2863 & 0.2627 & $-0.0800$ & $2.52\times10^{-10}$ & $1.74\times10^{-11}$\\
$40^\circ$ & 4.3428 & 0.0233 & $-0.8860$ & $7.81\times10^{-11}$ & $4.24\times10^{-14}$\\
$55^\circ$ & 5.8630 & $-0.0858$ & $-2.4375$ & $2.09\times10^{-11}$ & $1.54\times10^{-13}$
\end{tabular}
\end{center}

The first zero has $q_1=4.493409/(8.70\times10^{-5})=51648.4$ bohr$^{-1}$ and $\sin(\theta_1/2)=4.493409/12.6974=0.3539$, so $\theta_1=41.450^\circ$; the second lies at $74.950^\circ$. Between them $F$ is negative, and the first-order cross section at $55^\circ$ exceeds that at $40^\circ$ although the point value has fallen. The zero first appears, at $180^\circ$, when $p=q_1/2=25824.2$ bohr$^{-1}$, or $E=7.0778\times10^6$ Ry ($96.30$ MeV).

Applying (b) at $5^\circ$, where $q=6366.1$ bohr$^{-1}$, gives $6(1-0.96966)/6366.1^2=4.492\times10^{-9}$ bohr$^2$, which is $0.9891$ of the exact $\langle r^2\rangle$. The series explains the deficit: $(1-F)/(x^2/10)=1-x^2/28+\dots$, equal to $0.989$ at $x=0.5539$. This 1\% is the error of the expansion only, applied to the first-order $F$. At $Z=22$ higher orders in $Z\alpha$ raise the $5^\circ$ cross section by about 2.4\%, against a finite-size reduction $1-F^2$ of 6.0\%, so dividing the true cross section by the first-order point formula would return only about $0.6$ of $\langle r^2\rangle$.

The zero is exact only at first order in $V$. The second-order amplitude involves two momentum transfers that sum to $\mathbf q$, each with its own $F$, and has no reason to vanish at $x_1$, so a finite minimum is expected; the expansion parameter is $Z\alpha=0.1605$. A rough estimate, not tested below, suggests that the minimum also moves. At the centre $V(0)=-2Z\int_0^R4\pi\rho\,r\,dr=-3Z/R=-7.5862\times10^5$ Ry, so a fast electron's local momentum is raised by a fraction up to $|V(0)|/E=0.0379$, and $\sin(\theta_1/2)=x_1/2pR$ gives $\delta\theta_1=-2\tan(\theta_1/2)\,\delta p/p$, a shift to smaller angle of up to about $1.6^\circ$. The digits quoted for $\theta_1$ and for the second zero therefore belong to the first-order model only. So do all the tabulated cross sections, and the one at $40^\circ$ is the least reliable: so close to a zero of the first-order amplitude, higher orders can change the result by a large factor. An exact partial-wave solution of the Dirac equation for the same sphere, not part of the check below, puts the first minimum at $40.9^\circ$, gives about four times the tabulated value at $40^\circ$, nearly equal to the value at $55^\circ$, and changes the other entries by between $-8\%$ and $+14\%$. A target of mass $M_t$ takes the recoil energy $q^2/2M_t\approx E^2(1-\cos\theta)/M_tc^2$, a fraction of $E$ set by $E/M_tc^2=2.00\times10^7/3.2863\times10^9=0.0061$. Magnetic scattering from a target with spin, excitation of the target, photon emission and the diffuse surface of a real nucleus also lie outside \eqref{main} with a uniform sphere.

The numerical check below obtains $S$ from the diagonalized Dirac matrix, $\tilde V$ by quadrature of the real-space potential, $v$ by a finite difference of eigenvalues, and $F$ by three-dimensional quadrature and symbolic integration. It assembles the cross section from these pieces and compares it with \eqref{main}, tests the bound of (b) for the sphere and the small-$q$ curvature for a Fermi profile, finds the first two zeros by root search, and confirms the Gaussian form factor and the Rutherford limit.

\section*{Calculated quantities}
\begin{verbatim}
alpha = 0.00729735; c = 274.0720 bohr Ry/hbar; mc^2 = 37557.73 Ry
1 bohr = 52917.7 fm; 1 Ry = 13.6057 eV; 1 bohr^2 = 2.80029e+09 fm^2
sphere moments <r^2>/R^2, <r^4>/R^4, <r^6>/R^6 = [3/5, 3/7, 1/3]
series F(x) = -x**6/15120 + x**4/280 - x**2/10 + 1
iterates x <- pi + arctan x: 4.712389 4.503284 4.493874 4.493431 4.493410 4.493410
x1 = 4.493409; slope 1/(1+x1^2) = 0.0472; x2 = 7.725252
truncated zero sqrt(10) = 3.1623; true F there = 0.2980
truncated F at x1 = -1.0191; Gaussian F at x1 = 0.1328
truncation error < 0.01 for x <= 1.2936
inputs: Z = 22, R = 8.70e-05 bohr (4.604 fm), A = 48 u
input: E = 2.00e+07 Ry (272.11 MeV)
p = 72973.40 1/bohr; 1 - b^2 = 3.5265e-06; v = 274.0715 bohr Ry/hbar
2pR = 12.6974
<r^2> = 4.5414e-09 bohr^2; rms = 6.7390e-05 bohr (3.566 fm)
theta(deg) q(1/bohr) x S F 1-x^2/10 F^2 Mott(bohr^2/sr) full(bohr^2/sr)
5 6366.1 0.5539 0.99810 0.96966 0.96932 9.4024e-01 3.3361e-07 3.1368e-07
10 12720.1 1.1066 0.99240 0.88277 0.87753 7.7928e-01 2.0811e-08 1.6218e-08
20 25343.4 2.2049 0.96985 0.59106 0.51385 3.4936e-01 1.2907e-09 4.5090e-10
30 37773.8 3.2863 0.93301 0.26269 -0.07999 6.9004e-02 2.5159e-10 1.7361e-11
40 49916.7 4.3428 0.88302 0.02331 -0.88595 5.4349e-04 7.8082e-11 4.2437e-14
55 67390.7 5.8630 0.78679 -0.08575 -2.43747 7.3537e-03 2.0942e-11 1.5400e-13
q1 = 51648.4 1/bohr (0.9760 1/fm); sin(theta1/2) = 0.35389
theta1 = 41.450 deg; theta2 = 74.950 deg
threshold p = 25824.2 1/bohr; E = 7.0778e+06 Ry (96.30 MeV)
<r^2> from 5 deg: 6(1-F)/q^2 = 4.4919e-09 bohr^2; ratio to exact 0.9891
Z alpha = 0.1605; V(0) = -7.5862e+05 Ry; |V(0)|/E = 0.0379
target rest energy = 3.2863e+09 Ry; E/(M_t c^2) = 0.0061
\end{verbatim}
